# Depth profile of a buried delta layer through a sputter-mixed zone: test program

```python
"""
Sputter profiling of a buried delta layer through a completely mixed zone.
Result under test: for a layer of areal density N at depth z0 and a zone of
thickness w < z0, the signal against eroded depth z is
    S(z) = (N/w) exp(-(z - z0 + w)/w)  for z > z0 - w,  and 0 before.
It starts w early, decays with length w, and has its centroid at z0.
Extensions: r = tracer/host sputtering ratio per atom; p = v w / D with
v = erosion speed and D = diffusivity in the zone; sigma = Gaussian blur.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

rng = np.random.default_rng(12345)


def atom_removal(zone_atoms, tracer_index, ratio, columns=20000):
    """Remove one random zone atom per step, feed one from below.
    Returns the number of atoms removed when each column's tracer leaves."""
    zone = np.zeros((columns, zone_atoms), dtype=np.int8)
    if tracer_index < zone_atoms:
        zone[:, tracer_index] = 1
    rows = np.arange(columns)
    exit_step = np.zeros(columns)
    remaining = columns
    step = 0
    while remaining > 0 and step < 20000:
        step += 1
        site = rng.integers(zone_atoms, size=columns)
        hit = np.flatnonzero(zone[rows, site])
        if ratio < 1 and hit.size:
            refused = hit[rng.random(hit.size) > ratio]
            site[refused] = rng.integers(zone_atoms, size=refused.size)
            hit = np.flatnonzero(zone[rows, site])
        exit_step[hit] = step
        remaining -= hit.size
        fed_index = zone_atoms + step - 1
        zone[rows, site] = 1 if fed_index == tracer_index else 0
    assert remaining == 0
    return exit_step


def moving_zone_signal(diffusivity, cells=200, dt=0.005, t_end=15.0):
    """Finite volumes; lengths in w, times in w/v; unit tracer enters at base.
    diffusivity is a function of depth within the zone."""
    h = 1.0 / cells
    A = np.zeros((cells, cells))
    A[0, 0] -= 1 / h
    for i in range(cells - 1):
        d = diffusivity((i + 1) * h)
        from_upper, from_lower = 0.5 - d / h, 0.5 + d / h
        A[i, i] += from_upper / h
        A[i, i + 1] += from_lower / h
        A[i + 1, i] -= from_upper / h
        A[i + 1, i + 1] -= from_lower / h
    c = np.zeros(cells)
    c[-1] = 1 / h
    propagator = expm(A * dt)
    times = np.arange(int(round(t_end / dt)) + 1) * dt
    signal = np.empty(times.size)
    for k in range(times.size):
        signal[k] = c[0]
        c = propagator @ c
    return times, signal


def tail_length(times, signal):
    a, b = np.searchsorted(times, [6.0, 9.0])
    return (times[b] - times[a]) / np.log(signal[a] / signal[b])


def slow_mode_length(p):
    """Decay length in units of w from the slowest mode of the zone."""
    def condition(q):
        return p * np.cos(q) - (q - p**2 / (4 * q)) * np.sin(q)
    q = brentq(condition, 1e-6, np.pi)
    return 1 / (q**2 / p + p / 4)


# Example inputs: rough typical values
N = 1e13                 # cm^-2
z0, w = 50.0, 4.0        # nm
Y = 1.0                  # host atoms per ion
current = 100e-9         # A
raster = 200e-4          # cm
energy = 3000.0          # eV
damage_share = 0.8       # share of ion energy going into displacements
E_d = 15.0               # eV
R = 1.0                  # nm, rms displacement length
r = 0.8                  # tracer/host sputtering ratio
sigma = 1.0              # nm
retained = 0.05          # atomic fraction of beam atoms kept in the zone

lattice = const.physical_constants["lattice parameter of silicon"][0]
n = 8 / (lattice * 100)**3                        # cm^-3
flux = current / raster**2 / const.e              # ions cm^-2 s^-1
v = Y * flux / n * 1e7                            # nm/s
onset = z0 - w
peak = N / (w * 1e-7)                             # cm^-3


def ideal(z):
    return peak * np.exp(-(z - onset) / w) if z >= onset else 0.0


# Moments by quadrature
far = onset + 40 * w
area = quad(ideal, onset, far)[0]
centroid = quad(lambda z: z * ideal(z), onset, far)[0] / area
spread = np.sqrt(quad(lambda z: (z - centroid)**2 * ideal(z),
                      onset, far)[0] / area)
assert abs(area * 1e-7 / N - 1) < 1e-6
assert abs(centroid - z0) < 1e-5 and abs(spread - w) < 1e-5

# Atom-by-atom removal; tolerances are about five standard errors
K, P = 200, 600
out = atom_removal(K, P, 1.0)
mc_onset, mc_mean, mc_std = out.min(), out.mean(), out.std()
mc_early = np.mean(out <= P + 1)
mc_left = np.mean(out > P + 1 + K)
assert abs(mc_onset - (P - K)) <= 4
assert abs(mc_mean - P) < 9 and abs(mc_std - K) < 11
assert abs(mc_early - (1 - np.exp(-1))) < 0.02
assert abs(mc_left - np.exp(-2)) < 0.015
out_r = atom_removal(K, P, r)
assert abs(out_r.min() - (P - K)) <= 4
assert abs(out_r.mean() - (P - K + K / r)) < 11
assert abs(out_r.std() - K / r) < 14
shallow = atom_removal(K, 80, 1.0)
assert shallow.min() <= 3 and abs(shallow.mean() - K) < 8

# Finite mixing rate
displacements = 0.8 * damage_share * energy / (2 * E_d)
n_nm = n * 1e-21                                  # nm^-3
D_per_flux = displacements * R**2 / (6 * n_nm * w)  # nm^4
p = (Y / n_nm) * w / D_per_flux
assert abs(p - 6 * Y * w**2 / (displacements * R**2)) < 1e-9
t, s = moving_zone_signal(lambda x: 1 / p)
mix_length = tail_length(t, s)
mix_mean = trapezoid(t * s, t) / trapezoid(s, t)
mix_peak_time, mix_peak = t[s.argmax()], s.max()
assert abs(mix_length - slow_mode_length(p)) < 1e-3
assert abs(mix_mean - 1) < 1e-3
small_p = 0.05
t2, s2 = moving_zone_signal(lambda x: 1 / small_p)
small_length = tail_length(t2, s2)
assert abs(small_length - (1 - small_p / 6)) < 2e-4
t3, s3 = moving_zone_signal(lambda x: (1.8 - 1.6 * x) / p)
uneven_mean = trapezoid(t3 * s3, t3) / trapezoid(s3, t3)
uneven_length = tail_length(t3, s3)
assert abs(uneven_mean - 1) < 1e-3
assert abs(uneven_length - mix_length) > 0.01


# Gaussian blur: closed form against direct convolution
def blurred(z):
    u = z - onset
    return 0.5 * peak * np.exp(sigma**2 / (2 * w**2) - u / w) * erfc(
        (sigma / w - u / sigma) / np.sqrt(2))


def convolved(z):
    def integrand(x):
        return ideal(x) * np.exp(-(z - x)**2 / (2 * sigma**2))
    low, high = max(onset, z - 10 * sigma), z + 10 * sigma
    return quad(integrand, low, high)[0] / (sigma * np.sqrt(2 * np.pi))


for z in (onset - 1, onset, onset + 1.5, z0, z0 + 10):
    assert abs(blurred(z) / convolved(z) - 1) < 1e-6
tail_factor = convolved(z0 + 10) / ideal(z0 + 10)
assert abs(tail_factor - np.exp(sigma**2 / (2 * w**2))) < 1e-6
blur_peak = minimize_scalar(lambda z: -blurred(z) / peak,
                            bounds=(onset - 2, onset + 6), method="bounded").x

print("INPUTS (rough typical values)")
print(f"layer areal density N = {N:.1e} cm^-2")
print(f"layer depth z0 = {z0:.1f} nm, mixed zone w = {w:.1f} nm")
print(f"ion energy = {energy/1000:.1f} keV, yield Y = {Y:.1f} atoms/ion")
print(f"beam current = {current*1e9:.0f} nA, raster side = {raster*1e4:.0f} um")
print(f"silicon atom density n = {n:.3e} cm^-3")
print("IDEAL PROFILE")
print(f"current density = {current/raster**2*1e6:.0f} uA/cm^2")
print(f"ion flux = {flux:.3e} cm^-2 s^-1")
print(f"erosion rate v = {v:.4f} nm/s")
print(f"onset and peak depth = {onset:.1f} nm, time = {onset/v:.0f} s")
print(f"time to erode to z0 = {z0/v:.0f} s")
print(f"ion fluence at onset = {flux*onset/v:.2e} cm^-2")
print(f"peak concentration N/w = {peak:.2e} cm^-3")
print(f"peak atomic fraction = {peak/n:.1e}")
print(f"signal at z0 = {ideal(z0):.2e} cm^-3")
print(f"signal at z0 + w = {ideal(z0+w):.2e} cm^-3")
print(f"centroid = {centroid:.2f} nm, standard deviation = {spread:.2f} nm")
print(f"depth for thousandfold fall = {w*np.log(1000):.1f} nm after onset")
print("ATOM-BY-ATOM MONTE CARLO (unit: atoms removed per column)")
print(f"columns = {out.size}, zone = {K} atoms, tracer index = {P}")
print(f"first exit = {mc_onset:.0f}, mean = {mc_mean:.1f}, std = {mc_std:.1f}")
print(f"fraction out by layer depth = {mc_early:.3f}"
      f" (theory {1-np.exp(-1):.3f})")
print(f"with r = {r:.1f}: mean = {out_r.mean():.1f}, std = {out_r.std():.1f}")
print(f"shallow tracer index 80: first exit = {shallow.min():.0f},"
      f" mean = {shallow.mean():.1f}")
print("NEGLECTED: FINITE MIXING RATE")
print(f"damage share = {damage_share:.1f}, E_d = {E_d:.0f} eV, R = {R:.1f} nm")
print(f"displacements per ion = {displacements:.0f}")
print(f"D per unit ion flux = {D_per_flux:.4f} nm^4")
print(f"mixing parameter p = {p:.2f} (dimensionless)")
print(f"decay length = {mix_length:.3f} w = {mix_length*w:.2f} nm")
print(f"small-p law 1 - p/6 at this p = {1-p/6:.3f} w")
print(f"check at p = {small_p:.2f}: length = {small_length:.4f} w,"
      f" law = {1-small_p/6:.4f} w")
print(f"peak depth = {onset+mix_peak_time*w:.1f} nm,"
      f" height = {mix_peak:.2f} N/w")
print(f"centroid = {onset+mix_mean*w:.2f} nm")
print(f"uneven D (1.8 to 0.2 of mean): centroid = {onset+uneven_mean*w:.2f} nm,"
      f" length = {uneven_length*w:.2f} nm")
print("NEGLECTED: OTHER EFFECTS, EACH ALONE")
print(f"unequal sputtering r = {r:.1f}: length = {w/r:.2f} nm,"
      f" centroid = {onset+w/r:.2f} nm")
print(f"blur sigma = {sigma:.1f} nm: peak depth = {blur_peak:.2f} nm,"
      f" height = {blurred(blur_peak)/peak:.2f} N/w")
print(f"blur: tail raised by factor {tail_factor:.3f},"
      f" total std = {np.hypot(w, sigma):.2f} nm")
print(f"retained beam atoms, fraction {retained:.2f}:"
      f" host-equivalent w = {w*(1-retained):.2f} nm")
print("all good")
```

It prints:

```
INPUTS (rough typical values)
layer areal density N = 1.0e+13 cm^-2
layer depth z0 = 50.0 nm, mixed zone w = 4.0 nm
ion energy = 3.0 keV, yield Y = 1.0 atoms/ion
beam current = 100 nA, raster side = 200 um
silicon atom density n = 4.994e+22 cm^-3
IDEAL PROFILE
current density = 250 uA/cm^2
ion flux = 1.560e+15 cm^-2 s^-1
erosion rate v = 0.3125 nm/s
onset and peak depth = 46.0 nm, time = 147 s
time to erode to z0 = 160 s
ion fluence at onset = 2.30e+17 cm^-2
peak concentration N/w = 2.50e+19 cm^-3
peak atomic fraction = 5.0e-04
signal at z0 = 9.20e+18 cm^-3
signal at z0 + w = 3.38e+18 cm^-3
centroid = 50.00 nm, standard deviation = 4.00 nm
depth for thousandfold fall = 27.6 nm after onset
ATOM-BY-ATOM MONTE CARLO (unit: atoms removed per column)
columns = 20000, zone = 200 atoms, tracer index = 600
first exit = 402, mean = 601.2, std = 199.6
fraction out by layer depth = 0.635 (theory 0.632)
with r = 0.8: mean = 650.3, std = 249.0
shallow tracer index 80: first exit = 1, mean = 201.0
NEGLECTED: FINITE MIXING RATE
damage share = 0.8, E_d = 15 eV, R = 1.0 nm
displacements per ion = 64
D per unit ion flux = 0.0534 nm^4
mixing parameter p = 1.50 (dimensionless)
decay length = 0.793 w = 3.17 nm
small-p law 1 - p/6 at this p = 0.750 w
check at p = 0.05: length = 0.9917 w, law = 0.9917 w
peak depth = 47.4 nm, height = 0.90 N/w
centroid = 50.00 nm
uneven D (1.8 to 0.2 of mean): centroid = 50.00 nm, length = 3.07 nm
NEGLECTED: OTHER EFFECTS, EACH ALONE
unequal sputtering r = 0.8: length = 5.00 nm, centroid = 51.00 nm
blur sigma = 1.0 nm: peak depth = 47.36 nm, height = 0.64 N/w
blur: tail raised by factor 1.032, total std = 4.12 nm
retained beam atoms, fraction 0.05: host-equivalent w = 3.80 nm
all good
```
